# Slater Integrals on a Logarithmic Grid and the Racah Ratio C/B, part 2

The problem is to compute the Slater integrals of a radial function $P(r)$ accurately and to find what $R=F^4/F^2$ implies for $d^2$ spectra. In Gaussian units, with $\rho=P^2$,

$$F^k=e^2\int_0^\infty\!\!dr\int_0^\infty\!\!ds\,\rho(r)\rho(s)\,\frac{r_<^k}{r_>^{k+1}},\qquad \int_0^\infty\rho\,dr=1,$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. The inner integral times $r$ is $Y^k(r)$. A thin shell at $r_0$ has $F^k=e^2/r_0$ for every $k$. Put $x=\ln(r/a_0)$, $a_0=\hbar^2/me^2$, $\kappa=k+\tfrac12$, $Y^k=r^{1/2}y$; primes on $y$ denote $d/dx$. Then

$$y''-\kappa^2y=-2\kappa g,\qquad g=r^{1/2}\rho,\qquad F^k=e^2\int\rho Y^k\,dx=e^2\int g\,y\,dx ,$$

with $y(x)=\int e^{-\kappa|x-x'|}g(x')\,dx'$. With $\hat g(\omega)=\int g\,e^{-i\omega x}dx$,

$$F^k=e^2\int\frac{d\omega}{2\pi}\,|\hat g|^2K(\omega),\qquad K=\frac{2\kappa}{\kappa^2+\omega^2}.$$

The tridiagonal ("banded") solver applies Numerov's method on $N$ points of spacing $h$ in $x$, giving $F_h$ with

$$F_h-F^k=C_4h^4+O(h^6),\qquad C_4=\frac{e^2}{240(2k+1)}\int(y''')^2dx .$$

In Fourier form, $\omega^6|\hat y|^2$ is the squared transform of $y'''$, and $|\hat y|^2=4\kappa^2|\hat g|^2/(\kappa^2+\omega^2)^2$.

The hydrogen 3d example has $\rho=c^2r^6e^{-\beta r}$, $\beta=2/(3a_0)$, $F^4=\tfrac{91}{3072}\,e^2/a_0$ and $F^2=\tfrac{2093}{46080}\,e^2/a_0$.

The final listing also records earlier tests. There "coef" is $C_4$; "Richardson" is the error of $(16F_h-F_{2h})/15$; "3-point" and "double sum" are second-order alternatives; "cut" is the change in $F_h$ when the stated region is removed; $\lambda^{\pm n}$ are the source-free lattice solutions; "cond" is the matrix condition number, bounded by $4/(\kappa h)^2+\tfrac23$; "eps" is machine precision and "kap" is $\kappa$. "Marched" means stepping the recurrence outward, with error growing as $r^{k+1}$. "Norm sum" is $h\sum r\rho$, whose error is due to aliasing; "envelope" is that error's size without its phase factor.

### The terms of $d^2$ and the ratio $C/B$

Assume two electrons with one common radial function, no spin-orbit coupling and no mixing with other configurations. The generating function of the Legendre polynomials gives $1/r_{12}=\sum_kr_<^kr_>^{-k-1}P_k(\cos\gamma_{12})$, and the addition theorem gives $P_k=\frac{4\pi}{2k+1}\sum_qY_{kq}(1)Y^*_{kq}(2)$ in spherical harmonics $Y_{lm}=\Theta_{lm}(\mu)e^{im\varphi}/\sqrt{2\pi}$, $\mu=\cos\theta$. Define the real numbers

$$c^k(m,m')=\sqrt{\tfrac{4\pi}{2k+1}}\int Y^*_{2m}Y_{k,m-m'}Y_{2m'}\,d\Omega=\sqrt{\tfrac{2}{2k+1}}\int_{-1}^1\Theta_{2m}\Theta_{k,m-m'}\Theta_{2m'}\,d\mu .$$

A product of two d harmonics is an even polynomial of degree four on the sphere, so only $k=0,2,4$ occur. In $\langle m_1m_2|e^2/r_{12}|m_3m_4\rangle$ the first electron gives $c^k(m_1,m_3)$ with $q=m_1-m_3$, and the second gives the complex conjugate of $c^k(m_4,m_2)$ with $q=m_4-m_2$. The direct element is $J(m,m')=\sum_kF^kc^k(m,m)c^k(m',m')$ and the exchange element is $K(m,m')=\sum_kF^k[c^k(m,m')]^2$. A determinant has the interaction energy $J-K$ for parallel spins and $J$ for antiparallel spins.

The diagonal coefficients are $c^k(m,m)=\int\Theta_{2m}^2P_k\,d\mu$, even in $m$, with $\Theta_{22}^2=\tfrac{15}{16}(1-\mu^2)^2$, $\Theta_{21}^2=\tfrac{15}4\mu^2(1-\mu^2)$ and $\Theta_{20}^2=\tfrac58(3\mu^2-1)^2$. From $\mu^2=\tfrac23P_2+\tfrac13$, $\mu^4=\tfrac8{35}P_4+\tfrac47P_2+\tfrac15$ and $\int P_k^2d\mu=2/(2k+1)$, a polynomial $p_4\mu^4+p_2\mu^2+p_0$ has $c^4=16p_4/315$ and $c^2=\tfrac25(\tfrac47p_4+\tfrac23p_2)$. The pairs $(p_4,p_2)=(\tfrac{15}{16},-\tfrac{15}8)$, $(-\tfrac{15}4,\tfrac{15}4)$, $(\tfrac{45}8,-\tfrac{15}4)$ give, for $m=2,1,0$, $7c^2=-2,1,2$ and $21c^4=1,-4,6$. Also $c^0(m,m')=\delta_{mm'}$.

The off-diagonal coefficients enter squared, so signs are dropped. They need $|\Theta_{41}|=\sqrt{9/40}\,\tfrac52|7\mu^3-3\mu|\sqrt{1-\mu^2}$ and $|\Theta_{43}|=\sqrt{1/1120}\;105|\mu|(1-\mu^2)^{3/2}$, and every integral reduces to $\int\mu^{2j}d\mu=2/(2j+1)$.

- $c^2(2,1)=\tfrac{15\sqrt6}{16}\int\mu^2(1-\mu^2)^2d\mu=\tfrac{15\sqrt6}{16}\cdot\tfrac{16}{105}$, with square $6/49$.
- $c^4(2,1)=\tfrac{1}{\sqrt{20}}\cdot\tfrac{75}{16}\int(7\mu^4-3\mu^2)(1-\mu^2)^2d\mu=\tfrac1{\sqrt{20}}\cdot\tfrac{75}{16}\cdot\left(-\tfrac{32}{315}\right)$, with square $5/441$.
- $c^2(2,-1)=0$, since $q=3$ exceeds $k$.
- $c^4(2,-1)=\tfrac1{\sqrt{5040}}\cdot\tfrac{15\cdot105}{8}\int\mu^2(1-\mu^2)^3d\mu=\tfrac{20}{\sqrt{5040}}$, the integral being $32/315$, with square $35/441$.
- $c^2(1,0)=\tfrac{15}8\int\mu^2(1-\mu^2)(3\mu^2-1)d\mu=\tfrac{15}8\cdot\tfrac8{105}$, with square $1/49$.
- $c^4(1,0)=\sqrt{\tfrac{375}{512}}\int(7\mu^4-3\mu^2)(1-\mu^2)(3\mu^2-1)d\mu=\sqrt{\tfrac{375}{512}}\cdot\tfrac{32}{105}$, with square $30/441$.

Exchange of the two orbital parts multiplies a state of total $L$ by $(-1)^L$, so antisymmetry pairs even $L$ with singlets and odd $L$ with triplets: $^1G,{}^3F,{}^1D,{}^3P,{}^1S$. The interaction commutes with $\mathbf L$ and $\mathbf S$, so the trace over the determinants of given $(M_L,M_S)$ equals the sum of the energies of the terms with $L\ge|M_L|$ and $S\ge|M_S|$. Put $F_2=F^2/49$, $F_4=F^4/441$, and omit the $F^0$ that each state carries.

- $(4,0)$ holds $2\!\uparrow2\!\downarrow$: $^1G=J(2,2)=4F_2+F_4$.
- $(3,1)$ holds $2\!\uparrow1\!\uparrow$: $^3F=(-2F_2-4F_4)-(6F_2+5F_4)=-8F_2-9F_4$.
- $(1,1)$ holds $2\!\uparrow\,{-1}\!\uparrow$, with $-2F_2-39F_4$, and $1\!\uparrow0\!\uparrow$, with $(2F_2-24F_4)-(F_2+30F_4)$. The trace $-F_2-93F_4$ minus $^3F$ gives $^3P=7F_2-84F_4$.
- $(2,0)$ has the trace $2J(2,0)+J(1,1)=2(-4F_2+6F_4)+F_2+16F_4=-7F_2+28F_4$. Subtracting $^1G$ and $^3F$ gives $^1D=-3F_2+36F_4$.
- $(0,0)$ has the trace $\sum_mJ(m,-m)=2(4F_2+F_4)+2(F_2+16F_4)+4F_2+36F_4=14F_2+70F_4$. The other four terms add to $-56F_4$, so $^1S=14F_2+126F_4$.

The program reproduces these coefficients by diagonalising the angular kernel $P_k(\cos\gamma_{12})$ between products of real d functions, without the addition theorem. The Racah parameters are $A=F^0-49F_4$, $B=F_2-5F_4$ and $C=35F_4$. Substitution gives $^3F=A-8B$ (the $F_4$ coefficient is $-49+40=-9$), $^3P=A+7B$ ($-49-35=-84$), $^1G=A+4B+2C$ ($-49-20+70=1$), $^1D=A-3B+2C$ ($-49+15+70=36$) and $^1S=A+14B+7C$ ($-49-70+245=126$). The triplet splitting is $15B$, and $C$ enters only the singlets. Over the common denominator, $B=(9F^2-5F^4)/441$ and $C=35F^4/441$, so

$$\frac CB=\frac{35R}{9-5R},\qquad R=\frac58\;\Rightarrow\;\frac CB=\frac{175/8}{47/8}=\frac{175}{47}=3.72 .$$

As a round model take $F^2=8$ eV and $F^4=5$ eV. The diagonalised spectrum puts $^1D$, $^3P$, $^1G$ and $^1S$ at $1.32653$, $1.59864$, $2.07256$ and $5.12245$ eV above $^3F$. Then $B=1.59864/15=0.106576$ eV ($859.6$ cm$^{-1}$), equal to $47/441$ eV. From $^1G-{}^3F=12B+2C$, $C=(2.07256-1.27891)/2=0.39683$ eV ($3200.6$ cm$^{-1}$), and $C/B=3.7234$. The ratio fixes the shape of the spectrum; for instance $^1D-{}^3P=2C-10B$ is negative, as here, whenever $C/B<5$.

### What fixes $F^4/F^2$

The value $0.625$ is an assumption fed into the last formula and does not follow from the definition of the integrals. The logarithm of $C/B$ is $\ln35+\ln R-\ln(9-5R)$, so $d\ln(C/B)/d\ln R=1+5R/(9-5R)=9/(9-5R)$, which is $1.532$ at $R=5/8$. Inverting, $R=9(C/B)/[35+5(C/B)]$, and $C/B$ rounds to $3.7$ only for $R$ between $32.85/53.25=0.617$ and $33.75/53.75=0.628$. The hydrogenic orbital has $R=(91/3072)(46080/2093)=15/23=0.65217$ and $C/B=175/44=3.977$. A rescaling of $r$ multiplies all $F^k$ by one factor, so this value holds for every nuclear charge.

Two bounds hold for any radial function used for both electrons whose $F^2$ is finite. Normalisation alone does not ensure this: $\rho\propto r^{-0.6}$ near the origin is normalisable, but $g\propto r^{-0.1}$ grows as $x\to-\infty$ and the integrals diverge. In the Fourier form $R$ is the average, with the non-negative weight $|\hat g|^2K_{k=2}$, of

$$\frac{K_{k=4}}{K_{k=2}}=\frac95\,\frac{25/4+\omega^2}{81/4+\omega^2},$$

which increases with $\omega^2$ from $5/9$ at $\omega=0$. The weight is not concentrated at $\omega=0$, so $R>5/9$. In real space $(r_</r_>)^4<(r_</r_>)^2$ for $r\ne s$ and $\rho\ge0$, so $R<1$, the thin shell being the limit. As $C/B$ increases with $R$,

$$\frac59<R<1,\qquad \frac{25}{8}<\frac CB<\frac{35}{4},$$

and $B>0$ throughout. These statements concern integrals of the bare interaction $e^2/r_{12}$. Parameters fitted to spectra absorb screening and configuration mixing and are not subject to them.

A family that spans the whole range is $g=g_0e^{-x^2/2\sigma^2}$. Its autocorrelation is $\int g(x)g(x+w)dx=g_0^2\sigma\sqrt\pi\,e^{-w^2/4\sigma^2}$. Completing the square with $v=w/2\sigma+\kappa\sigma$ gives $\int_0^\infty e^{-w^2/4\sigma^2-\kappa w}dw=\sigma\sqrt\pi\,\mathrm{erfcx}(\kappa\sigma)$, where $\mathrm{erfcx}\,z=e^{z^2}\mathrm{erfc}\,z$. Thus $F^k=2\pi e^2g_0^2\sigma^2\mathrm{erfcx}(\kappa\sigma)$ and $R=\mathrm{erfcx}(9\sigma/2)/\mathrm{erfcx}(5\sigma/2)$. It tends to 1 as $\sigma\to0$ and, since $\mathrm{erfcx}\,z\to1/(z\sqrt\pi)$, to $5/9$ as $\sigma\to\infty$. It falls monotonically in between: $|\hat g|^2\propto e^{-\sigma^2\omega^2}$, so $dR/d\sigma^2$ is minus the covariance of $\omega^2$ with the kernel ratio, and two increasing functions of $\omega^2$ have a positive covariance. The solver, tested against the closed form, gives $R=0.95776$, $0.68640$, $0.62826$, $0.58103$ and $0.55888$ for $\sigma=0.02$, $0.3$, $0.5$, $1$ and $3$. The value $0.625$ occurs at $\sigma=0.5176$. Within this family it describes a shell whose $g$ has a standard deviation of about one half in $\ln r$.

### Palladium 4d

A realistic orbital with a radial node comes from the palladium atom, $Z=46$, in the closed-shell configuration ending in $4d^{10}$, treated with all electrons in the nonrelativistic local-density approximation (Slater exchange, VWN correlation). The radial equation is

$$-\frac{\hbar^2}{2m}\frac{d^2P}{dr^2}+\left[\frac{\hbar^2l(l+1)}{2mr^2}-\frac{Ze^2}{r}+\frac{e^2Y^0_{\rm tot}}{r}+v_{xc}\right]P=\varepsilon P,$$

where $Y^0_{\rm tot}$ comes from the same tridiagonal solver applied to the total radial density. The orbitals are expanded in functions $r^{l+1}e^{-\alpha r^2}$ with exponents in geometric progression of ratio 2; the d set has 17 exponents from $0.03$ to $1966\,a_0^{-2}$. The total energy is $-4935.368\,e^2/a_0$, and the 3d and 4d eigenvalues are $-12.1322$ and $-0.1608\,e^2/a_0$. Stationarity under the scaling $n(\mathbf r)\to\eta^3n(\eta\mathbf r)$ of the density supplies a check. The kinetic energy $T$ scales as $\eta^2$, the nuclear and Hartree energies $V_{ne}$ and $E_H$ as $\eta$, and $E_{xc}=\int n\,\varepsilon_{xc}(\eta^3n)\,d^3r$ has the derivative $3\int n^2\varepsilon_{xc}'\,d^3r=3\int n(v_{xc}-\varepsilon_{xc})\,d^3r$ at $\eta=1$, because $v_{xc}=\varepsilon_{xc}+n\varepsilon'_{xc}$. The sum $2T+V_{ne}+E_H+3\int n(v_{xc}-\varepsilon_{xc})d^3r$ vanishes in a complete basis; here it is $-4.7\times10^{-7}$ of $T$.

Because the 4d orbital is a sum of Gaussians, its four-index repulsion integrals are available analytically. Diagonalising them for two electrons gives $A$, $B$ and $C$, and inverting the definitions gives $F^4=441C/35$, $F^2=49B+7C$ and $F^0=A+49C/35$, a route in which the repulsion integrals need no radial grid and no multipole expansion; only the final conversion to $F^k$ uses the relations derived above. On 1522 points with $h=0.01$ the grid and the analytic values agree in all nine printed decimals: $F^0=0.588896092$, $F^2=0.280026926$ and $F^4=0.179259573\,e^2/a_0$, or $16.02$, $7.62$ and $4.88$ eV. At $h=0.04$ the errors are $1.2259$, $2.1226$ and $1.2565\times10^{-8}\,e^2/a_0$, against $1.2251$, $2.1207$ and $1.2552\times10^{-8}$ from the $h^4$ law, with $C_4$ evaluated in its Fourier form. Reducing the step by four divides the largest by 256, to $8\times10^{-11}\,e^2/a_0$, below the ninth decimal. These digits measure the algorithm on a fixed orbital.

The Racah parameters follow as $B=0.2800269/49-5\times0.1792596/441=0.0057148-0.0020324=0.003682\,e^2/a_0$ ($808$ cm$^{-1}$) and $C=35\times0.1792596/441=0.014227\,e^2/a_0$ ($3.12\times10^3$ cm$^{-1}$), with $R=0.64015$ and $C/B=3.8635$. A second calculation with exponent ratio $1.8$ returns the same $F^2=0.280027\,e^2/a_0$ and $R=0.64015$, so the basis does not limit these figures, although the functional and the neglect of relativity do. The ratio $R$ is $2.4$ per cent above $0.625$, and the sensitivity $1.532$ predicts a rise of $3.7$ per cent in $C/B$, close to the actual $3.8635/3.7234=1.038$. The closed shell itself has no multiplet structure; the numbers are bare integrals for two electrons in the frozen 4d radial function.

The 3d orbital of the same atom gives $R=0.63759$ and $C/B=3.8395$. Although deeply bound and nodeless, it lies below the hydrogenic $0.65217$, and the 4d orbital with its node, at $0.64015$, lies slightly above the 3d value but also below the hydrogenic one. A conjecture consistent with the Fourier average, and not tested here, is that screening widens the 3d shell in $\ln r$ relative to a pure Coulomb orbital. For both shells of this atom, at this level of theory, $C/B$ is $3.8$ to $3.9$, and the assumption $R=0.625$ underestimates it by three to four per cent, far more than the Numerov errors in these integrals.

## Computed values

```
e^2/a0 = 27.211386 eV, 1 eV = 8065.544 cm^-1
H 3d: beta = 0.666667 1/a0, c^2 = 8.128842e-05 a0^-7, grid 1e-3..150 a0
H 3d error tests: h = 0.05, N = 241 points; errors in e^2/a0
k=0 exact F = 793/9216 = 0.0860460069 e^2/a0; Numerov 0.0860460127
k=0 Numerov err 5.7274e-09, law 5.7212e-09 (coef 9.15387e-04); h=0.1 err 9.1937e-08; Richardson -2.0e-11
k=0 3-point err 9.3977e-06, law 9.3924e-06; double sum err 1.5672e-05, law 1.5666e-05
k=0 cut r<2.997 a0: -9.9251e-04, law -9.9254e-04; r>24.97 a0: -1.9368e-04, law -1.9371e-04, bound 2.10e-04
k=0 lambda 1.025315, cond 5532.1, bound 6400.7; h=0.001 rel err 1.7e-10, eps*4/(kap h)^2 3.6e-09
k=2 exact F = 2093/46080 = 0.0454210069 e^2/a0; Numerov 0.0454210172
k=2 Numerov err 1.0223e-08, law 1.0207e-08 (coef 1.63318e-03); h=0.1 err 1.6432e-07; Richardson -5.0e-11
k=2 3-point err 8.4831e-06, law 8.4788e-06; double sum err 7.8340e-05, law 7.8328e-05
k=2 cut r<2.997 a0: -1.3118e-04, law -1.3119e-04; r>24.97 a0: -3.3693e-05, law -3.3699e-05, bound 2.10e-04
k=2 lambda 1.133149, cond 254.2, bound 256.7; h=0.001 rel err 6.6e-12, eps*4/(kap h)^2 1.4e-10
k=4 exact F = 91/3072 = 0.0296223958 e^2/a0; Numerov 0.0296224022
k=4 Numerov err 6.3840e-09, law 6.3722e-09 (coef 1.01955e-03); h=0.1 err 1.0271e-07; Richardson -3.8e-11
k=4 3-point err 4.0895e-06, law 4.0891e-06; double sum err 1.4093e-04, law 1.4099e-04
k=4 cut r<2.997 a0: -3.5559e-05, law -3.5561e-05; r>24.97 a0: -9.3578e-06, law -9.3600e-06, bound 2.10e-04
k=4 lambda 1.252324, cond 79.4, bound 79.7; h=0.001 rel err 5.1e-14, eps*4/(kap h)^2 4.4e-11
Y^4(156.0 a0): exact 4.30573e-05, banded 4.30561e-05, marched 2.648e+03; error slope 5.0000
norm sum, h=0.5: error 1.781e-05, aliasing law 1.781e-05, envelope 3.399e-04
norm sum, h=0.2: error 3.553e-15, aliasing law 2.978e-15, envelope 1.454e-14
k=2: 7 c(m,m), m=2,1,0: -2.0000 1.0000 2.0000 | 49 c^2 (2,1),(2,-1),(1,0): 6.0000 0.0000 1.0000
k=2: 49 x coefficient in 3F,3P,1G,1D,1S: -8.0000 7.0000 4.0000 -3.0000 14.0000
k=4: 21 c(m,m), m=2,1,0: 1.0000 -4.0000 6.0000 | 441 c^2 (2,1),(2,-1),(1,0): 5.0000 35.0000 30.0000
k=4: 441 x coefficient in 3F,3P,1G,1D,1S: -9.0000 -84.0000 1.0000 36.0000 126.0000
model F2=8 eV, F4=5 eV; 3P,1G,1D,1S above 3F (eV): 1.59864 2.07256 1.32653 5.12245
model B = 0.106576 eV = 859.6 cm^-1, C = 0.396825 eV = 3200.6 cm^-1
R = 0.625: C/B = 175/47 = 3.72340, dln(C/B)/dlnR = 1.53191
H 3d: R = 15/23 = 0.65217, C/B = 175/44 = 3.97727
limits: R = 0.55556 -> C/B = 3.12500; R = 1 -> C/B = 8.75000
Gaussian shell sigma = 0.02: R = 0.95776, C/B = 7.9601
Gaussian shell sigma = 0.1: R = 0.83372, C/B = 6.0397
Gaussian shell sigma = 0.3: R = 0.68640, C/B = 4.3146
Gaussian shell sigma = 0.5: R = 0.62826, C/B = 3.7532
Gaussian shell sigma = 1.0: R = 0.58103, C/B = 3.3366
Gaussian shell sigma = 3.0: R = 0.55888, C/B = 3.1522
sigma with R = 0.625: 0.5176
Pd LDA, ratio-2 basis (17 d exponents 0.03..1966 a0^-2): E = -4935.368 e^2/a0, virial defect -4.7e-07
Pd eigenvalues: 3d -12.1322, 4d -0.1608 e^2/a0
Pd 4d F^0: grid h=0.01 0.588896092, analytic 0.588896092 e^2/a0 = 16.0247 eV
Pd 4d F^0: h=0.04 error 1.2259e-08, law 1.2251e-08 e^2/a0
Pd 4d F^2: grid h=0.01 0.280026926, analytic 0.280026926 e^2/a0 = 7.6199 eV
Pd 4d F^2: h=0.04 error 2.1226e-08, law 2.1207e-08 e^2/a0
Pd 4d F^4: grid h=0.01 0.179259573, analytic 0.179259573 e^2/a0 = 4.8779 eV
Pd 4d F^4: h=0.04 error 1.2565e-08, law 1.2552e-08 e^2/a0
Pd 4d: N = 1522 points, R = 0.64015, C/B = 3.8635
Pd 4d: B = 0.003682 e^2/a0 = 808.2 cm^-1, C = 0.014227 e^2/a0 = 3122.5 cm^-1
Pd 3d: R = 0.63759, C/B = 3.8395
Pd 4d, ratio-1.8 basis: F^2 = 0.280027 e^2/a0, R = 0.64015, C/B = 3.8635
```
